# Inertial Decay of Bragg Peaks After Sudden Loss of Interatomic Forces

When all forces between the atoms of a crystal vanish at one instant, the later motion of classical atoms contains no elastic constant, no vibrational frequency and no bond strength. Four quantities remain: the momentum transfer \(Q\) of the reflection, the atomic mass \(M\), the thermal energy \(k_BT\) and the time \(t\) since the forces vanished. The thermal speed is of order \(\sqrt{k_BT/M}\), so a classical calculation offers one dimensionless combination,

\[
s=\frac{Q^2k_BT\,t^2}{M}.
\]

The thermal displacements already present at \(t=0\) are also lengths and could enter; it is shown below that they cancel from the intensity ratio. Granting this, \(I(Q,t)/I(Q,0)=f(s)\) with \(f(0)=1\).

Symmetry fixes the function. Thermal velocities are isotropic and their Cartesian components are independent. If \(\mathbf Q\) has components \(Q_x\) and \(Q_y\), the phase factor from the motion is a product of an \(x\) factor and a \(y\) factor, and its average is the product of the averages. Since \(Q^2=Q_x^2+Q_y^2\), this means

\[
f(s_x+s_y)=f(s_x)f(s_y).
\]

Differentiating with respect to \(s_y\) at \(s_y=0\) gives \(f'(s)=f'(0)f(s)\), so \(f(s)=e^{-cs}\) with \(c=-f'(0)\). What remains is to find \(c\) and to justify dropping the initial displacements.

The algebra uses atomic units, \(\hbar=m_e=e=1\), and \(T\) is the lattice temperature just before the excitation, not the temperature of the excited electrons. The atoms are identical, were in classical equilibrium, and receive no momentum kick when the forces vanish. Scattering is kinematic (single scattering), and the atomic form factor is constant in time, so it cancels from ratios. Atom \(j\) sits at \(\mathbf R_j+\mathbf u_j\), where \(\mathbf R_j\) is its mean position before the excitation. The scattered amplitude and its coherent intensity are

\[
A=\sum_{j=1}^{N}e^{i\mathbf Q\cdot(\mathbf R_j+\mathbf u_j)},\qquad
I=|\langle A\rangle|^2 .
\]

Taking the average before the square selects the sharp Bragg peak and leaves out the diffuse background. After the forces vanish each atom moves uniformly,

\[
\mathbf u_j(t)=\mathbf u_j(0)+\mathbf v_jt .
\]

The initial state has the Boltzmann weight

\[
\exp\!\left[-\frac{1}{k_BT}\left(\sum_j\frac{M\mathbf v_j^2}{2}+V(\mathbf u_1,\dots,\mathbf u_N)\right)\right],
\]

which is a function of velocities times a function of positions, whatever the form of \(V\). Velocities are therefore independent of positions, and velocities of different atoms are independent of each other even though their positions are correlated. Hence

\[
\langle e^{i\mathbf Q\cdot\mathbf u_j(t)}\rangle
=\langle e^{i\mathbf Q\cdot\mathbf u_j(0)}\rangle\,
\langle e^{iQvt}\rangle ,
\]

where \(v\) is the velocity component along \(\mathbf Q\). No harmonic approximation has been made. The last factor is the Maxwell average

\[
\langle e^{iQvt}\rangle=\sqrt{\frac{M}{2\pi k_BT}}\int_{-\infty}^{\infty}dv\;
\exp\!\left(-\frac{Mv^2}{2k_BT}+iQvt\right).
\]

Completing the square in the exponent gives

\[
-\frac{Mv^2}{2k_BT}+iQvt=-\frac{M}{2k_BT}\left(v-\frac{iQtk_BT}{M}\right)^2-\frac{Q^2k_BT\,t^2}{2M}.
\]

The integrand has no singularities and vanishes at large \(|\mathrm{Re}\,v|\), so the integration line may be shifted by the imaginary constant. The remaining Gaussian integral cancels the prefactor, and

\[
\langle e^{iQvt}\rangle=\exp\!\left(-\frac{Q^2k_BT\,t^2}{2M}\right).
\]

This factor is the same for every atom and comes out of the sum in \(\langle A\rangle\). Squaring the amplitude doubles the exponent, and the initial thermal factors cancel in the ratio:

\[
\boxed{\frac{I(Q,t)}{I(Q,0)}=\exp\!\left(-\frac{Q^2k_BT\,t^2}{M}\right)}
\]

Thus \(c=1\). The intensity falls to \(1/e\) of its initial value at

\[
\tau=\frac1Q\sqrt{\frac{M}{k_BT}} .
\]

The rms inertial displacement along \(\mathbf Q\) is then \(\sqrt{k_BT/M}\,\tau=1/Q\), whatever the mass and temperature. These set how soon the displacement is reached, while the reflection sets how large it must be.

The intensity lost from the peak goes, on the whole, into the diffuse background. To follow both together, average after squaring. The \(N\) terms with equal indices each give one, and the others contain the relative velocity of two atoms, whose component along \(\mathbf Q\) is Gaussian with variance \(2k_BT/M\). Each such term acquires the factor \(\exp[-\tfrac12Q^2(2k_BT/M)t^2]\). With \(S=\langle|A|^2\rangle/N\),

\[
S(Q,t)-1=[S(Q,0)-1]\exp\!\left(-\frac{Q^2k_BT\,t^2}{M}\right).
\]

This holds between the Bragg peaks as well as on them. At late times \(S\to1\), the value for atoms that scatter without mutual interference. Diffuse scattering that starts below one therefore rises, while very close to a Bragg peak it can start above one and then falls.

The atoms had the same velocities before the excitation, yet the peak was steady. The difference lies in the force. For one displacement component \(u\) with force \(F=-\partial V/\partial u\),

\[
\frac{d^2}{dt^2}\langle u^2\rangle=2\langle v^2\rangle+\frac{2}{M}\langle uF\rangle .
\]

Since \(F e^{-V/k_BT}=k_BT\,\partial e^{-V/k_BT}/\partial u\), integration by parts over a confined coordinate gives \(\langle uF\rangle=-k_BT\). The two terms, \(2k_BT/M\) and \(-2k_BT/M\), cancel. Removing the force removes the second term, and the spread grows as \(k_BTt^2/M\).

A simulated ring of eight coupled atoms shows both behaviours. In dimensionless units each atom feels the force \(-0.5u-2u^3\) and is tied to each neighbour by a spring of constant 0.5; \(M=2\), \(k_BT=0.5\) and \(Q=1.5\). A heat bath brings 20,000 copies to equilibrium. Their displacements are not Gaussian: the excess kurtosis, zero for a Gaussian, is \(-0.51\). With the forces removed, the coherent intensity at \(t=\tau\) is 0.367 of its initial value, against \(e^{-1}=0.368\) from the law. With the forces kept, the ratio at the same time is 1.000.

Incomplete loss of force can be followed in a local harmonic well. Let its squared frequency change suddenly from \(\omega_0^2\) to \(\Omega^2=r\omega_0^2\), with the minimum unmoved. Then

\[
u(t)=u(0)\cos\Omega t+\frac{v(0)}{\Omega}\sin\Omega t .
\]

The initial variances are \(\langle u^2\rangle=k_BT/(M\omega_0^2)\) and \(\langle v^2\rangle=k_BT/M\), without cross-correlation. Therefore

\[
\langle u^2(t)\rangle-\langle u^2(0)\rangle
=\frac{k_BT}{M}\left[\frac{\cos^2\Omega t-1}{\omega_0^2}+\frac{\sin^2\Omega t}{\Omega^2}\right].
\]

Using \(\cos^2\Omega t-1=-\sin^2\Omega t\), and noting that \(u(t)\) is Gaussian here, so that its intensity factor is \(e^{-Q^2\langle u^2\rangle}\), one finds

\[
-\ln\frac{I(t)}{I(0)}=\frac{Q^2k_BT}{M}\left(\frac1{\Omega^2}-\frac1{\omega_0^2}\right)\sin^2\Omega t .
\]

For \(r\to0\) this returns the inertial law, and for \(r=1\) it vanishes. At short times it becomes \((1-r)Q^2k_BTt^2/M\), so a quadratic onset alone does not show that the forces are gone. Scaling with \(Q^2\) does not show it either, because the exponent has that scaling for every \(r\).

For \(0<r<1\) the exponent cannot exceed its value at \(\sin^2\Omega t=1\). With \(a=Q^2k_BT/(M\omega_0^2)\) that value is \(a(1/r-1)\), and a fall to \(1/e\) requires it to be at least one:

\[
r\le\frac{a}{1+a}.
\]

If the new curvature is negative, \(\Omega^2=-\kappa^2\), then \(\sin^2(\Omega t)/\Omega^2\) becomes \(\sinh^2(\kappa t)/\kappa^2\), and the exponent is

\[
\frac{Q^2k_BT}{M}\left(\frac1{\kappa^2}+\frac1{\omega_0^2}\right)\sinh^2\kappa t ,
\]

which grows faster than the inertial one. Free flight is thus not an upper limit on the speed of disordering.

For numbers, take rough values for an elemental covalent semiconductor struck by an intense femtosecond laser pulse: \(M=70\) u and \(T=300\) K, hence \(k_BT=0.02585\) eV. The rms speed along \(\mathbf Q\) is \(\sqrt{k_BT/M}=0.001888\) Å/fs. For \(Q=2\) Å\(^{-1}\),

\[
\tau=\frac{1}{(2\ \text{Å}^{-1})(0.001888\ \text{Å/fs})}\approx265\ \text{fs},
\]

or about \(1.095\times10^4\) atomic units of time. A second reflection with twice the momentum transfer, \(Q=4\) Å\(^{-1}\), has \(\tau\approx132\) fs. Both values of \(Q\) are round numbers: in the diamond structure the exact double of the lowest reflection is nearly absent, and a measurement would use a strong reflection somewhat below or above 4 Å\(^{-1}\). The displacements along \(\mathbf Q\) at these times are 0.50 and 0.25 Å. At 100 fs the first reflection retains

\[
\exp[-(2\times0.001888\times100)^2]=0.867
\]

of its intensity and the second reflection 0.565. The first reflection reaches 0.565 at 200 fs, since \(Q\) and \(t\) enter only as the product \(Qt\) when \(T\) and \(M\) are fixed.

Residual force can outweigh the other corrections sized here, depending on how much of it survives and on the reflection. The Debye spectrum, with mode density proportional to \(\omega^2\) up to \(\omega_D=k_B\Theta\), has mean squared frequency \(\tfrac35\omega_D^2\). Using this for the local well with a rough \(\Theta=350\) K gives \(\omega_0=0.0355\) rad/fs. For \(Q=2\) Å\(^{-1}\),

\[
a=\left(\frac{2\times0.001888}{0.0355}\right)^2\approx0.0113,
\]

so the \(1/e\) level is reachable only for \(r\le0.011\). For \(Q=4\) Å\(^{-1}\) the limit is 0.043. If one tenth of the curvature survives, the intensity of the first reflection never falls below 0.903. At 265 fs it is back at 0.997, because \(\Omega t=\sqrt{0.1}\times0.0355\times265\approx3.0\) is close to \(\pi\), where the well restores the initial spread. With \(r=+0.01\) the intensity at 265 fs is 0.48, and with \(r=-0.01\) it is 0.26, against 0.37 for free flight. The sensitivity has a simple origin: \(\omega_0\tau\approx9.4\), so even a hundredfold weaker spring has time to act. These figures belong to a single-frequency well with a fixed centre and are not bounds for a real crystal, which has anharmonic forces and a spectrum of modes. The different periods make the return towards the initial intensity less complete. Soft modes also enlarge the initial spread, which depends on the mean of \(1/\omega^2\): for the Debye spectrum this is \(3/\omega_D^2\), 1.8 times the value \(1/\omega_0^2\) used in the well. The two effects largely cancel in the depth of the fall. If every squared frequency of the Debye spectrum is scaled by the same \(r\), the exponent becomes \((Q^2k_BT/M)(1/r-1)(3/\omega_D^2)\left[\tfrac12-\sin(2x)/4x\right]\) with \(x=\sqrt r\,\omega_Dt\). The bracket peaks at 0.61 rather than 1, so the largest exponent is only \(1.8\times0.61\approx1.1\) times that of the well. For the first reflection the lowest intensity at \(r=0.1\) is 0.894 instead of 0.903, and the limit for reaching \(1/e\) is \(r\le0.012\) instead of 0.011.

The initial velocities are also not quite classical. For a harmonic crystal the correction can be derived in full. Free flight turns the position operator into \(x+pt/M\), so for each normal mode the exponent in the phase factor has the form \(iX\), with \(X=\lambda a^\dagger+\lambda^*a\) and \(a\) now the lowering operator. Put \(D_q=e^{iqX}\), where \(q\) runs from 0 to 1, and let \(n=(e^{\omega/k_BT}-1)^{-1}\). The commutator \([a,D_q]=iq\lambda D_q\) and the thermal relation \(\langle aD_q\rangle=e^{\omega/k_BT}\langle D_qa\rangle\) together give

\[
\langle aD_q\rangle=iq\lambda(n+1)\langle D_q\rangle .
\]

Similarly, \([a^\dagger,D_q]=-iq\lambda^*D_q\) and \(\langle a^\dagger D_q\rangle=e^{-\omega/k_BT}\langle D_qa^\dagger\rangle\) give \(\langle a^\dagger D_q\rangle=iq\lambda^*n\langle D_q\rangle\). Consequently

\[
\frac{d\langle D_q\rangle}{dq}=i\langle XD_q\rangle=-q|\lambda|^2(2n+1)\langle D_q\rangle,
\]

and integration to \(q=1\) yields \(\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}\), because \(\langle X^2\rangle=|\lambda|^2(2n+1)\). The cross term \(\langle xp+px\rangle=M\,d\langle x^2\rangle/dt\) is zero in the stationary initial state. The decay therefore keeps its Gaussian form, with \(k_BT\) replaced by \(M\langle v^2\rangle\), the average over modes of

\[
\frac{\omega}{2}\coth\frac{\omega}{2k_BT}
\simeq k_BT\left[1+\frac{\omega^2}{12(k_BT)^2}\right],
\]

where the last form uses \(z\coth z\simeq1+z^2/3\) at high temperature. Inserting \(\tfrac35\omega_D^2\) gives an effective temperature \(T(1+\Theta^2/20T^2)=320.4\) K; the full Debye integral gives 320.1 K. With this assumed spectrum the \(1/e\) time of the first reflection shortens from 265 to 256 fs, about 3%. The correction follows the mean squared frequency, so a real diamond-structure crystal, whose optical modes can raise that mean above the value assumed here, can have a somewhat larger one. As \(T\to0\) the classical law would predict no decay, whereas the zero-point energy \(\omega/2\) keeps the rate finite.

Electrons may go on heating the atoms during the flight. Suppose random kicks raise the kinetic temperature at a constant rate \(R\). Kicks between \(t'\) and \(t'+dt'\) add velocity variance \(k_BR\,dt'/M\) and act on the position for the remaining time \(t-t'\). Their contribution to the displacement variance is

\[
\frac{k_BR}{M}\int_0^t(t-t')^2dt'=\frac{k_BRt^3}{3M},
\]

so \(Tt^2\) becomes \(Tt^2+Rt^3/3\). With an assumed \(R=0.5\) K/fs, the \(1/e\) times become 248 and 128 fs, reductions of about 6% and 3%. A probe pulse of finite length also blurs the signal. Averaging the ideal curve, equal to one before the forces vanish, over a Gaussian probe of 100 fs full width at half maximum centred at \(\tau\) gives 0.377 for the first reflection and 0.397 for the second, instead of 0.368.

Free flight must also end when atoms approach each other closely. The relative displacement of two neighbours along their bond has rms value \(\sqrt2/Q\) at \(\tau\). For the first reflection this is 0.71 Å, and the Gaussian probability that they have moved more than 0.5 Å towards each other along the original bond direction is 0.24. For the second reflection it is 0.079. With four neighbours around each atom, the mean number that have approached it in this way is about 1.0 and 0.3. These are upper estimates for true bond shortening, because sideways motion lengthens the distance between the atoms. The 0.5 Å mark is a chosen indicator of close approach, not a computed collision distance, but it shows that close approach matters less for the second reflection by the time its intensity has fallen to \(1/e\).

In the real process, called nonthermal melting, a femtosecond pulse that excites roughly a tenth of the valence electrons can weaken covalent bonds enough for order to be lost within some hundreds of femtoseconds. The model's times of 132 and 265 fs lie in that range. The assumption most open to doubt is the complete and instantaneous loss of force: the excited crystal has a new potential surface, which may be flat, weakly binding or repulsive along different directions. The single-frequency well shows how much this matters: at 265 fs the first reflection is almost back at full intensity for \(r=0.10\), but below the free-flight value for \(r=-0.01\). The near-complete return at \(r=0.10\) is a feature of the single frequency: with the uniformly softened Debye spectrum the intensity at 265 fs is 0.92, close to its lowest value of 0.89 though still far above free flight. Agreement of one measured time with \(\tau\) is therefore weak evidence for free flight; the whole time curve, with the initial temperature known, is a stronger test, though not a decisive one, because a weak residual attraction and continued heating can partly offset each other.

For a compound, the common velocity factor no longer comes out of the sum. Let \(b_j\) be the weight of species \(j\) in the structure factor, including its phase and initial thermal factor. Then

\[
\frac{I(t)}{I(0)}=\left|\frac{\sum_jb_j\exp(-Q^2k_BTt^2/2M_j)}{\sum_jb_j}\right|^2 .
\]

If two species scatter in opposition, the faster loss of the lighter one can brighten the peak. With weights \(1\) and \(-0.8\), masses \(M\) and \(M/2\), and \(t=\tau\) defined by \(M\), the ratio is \([(e^{-1/2}-0.8e^{-1})/0.2]^2=2.44\). An exactly Gaussian decay thus requires equal masses, or a reflection to which one species alone contributes. When the masses are nearly equal and the weights have the same sign, the departure from a Gaussian is very small. The numerical output lists the main computed values.

## Numbers as computed

```
Anharmonic ring, forces removed, I/I0: 0.367
Inertial law at the same time, I/I0: 0.368
Same ring, forces kept, I/I0: 1.000
Ring position excess kurtosis: -0.51
Atomic mass: 70 u
Lattice temperature: 300 K
Thermal energy kB T: 0.02585 eV
Rms speed along Q: 0.001888 angstrom/fs
1/e time at Q=2, atomic units: 10950 a.u.
Q=2 1/angstrom: 1/e time 264.9 fs
  rms shift along Q then: 0.500 angstrom
  I/I0 at 50 fs: 0.9650
  I/I0 at 100 fs: 0.8672
  I/I0 at 200 fs: 0.5654
  I/I0 at 300 fs: 0.2773
Q=4 1/angstrom: 1/e time 132.4 fs
  rms shift along Q then: 0.250 angstrom
  I/I0 at 50 fs: 0.8672
  I/I0 at 100 fs: 0.5654
  I/I0 at 200 fs: 0.1022
  I/I0 at 300 fs: 0.0059
Debye temperature: 350 K
Effective velocity temperature: 320.1 K
High-T estimate of it: 320.4 K
Quantum-corrected 1/e time, Q=2: 256.4 fs
Initial well frequency: 0.03549 rad/fs
Largest r allowing 1/e drop, Q=2: 0.0112
Largest r allowing 1/e drop, Q=4: 0.0433
I/I0 at 1/e time, Q=2, r=+0.10: 0.997
I/I0 at 1/e time, Q=2, r=+0.01: 0.482
I/I0 at 1/e time, Q=2, r=-0.01: 0.261
Lowest I/I0 for r=+0.10, Q=2: 0.903
Assumed heating rate: 0.5 K/fs
Assumed probe FWHM: 100 fs
Bond-shortening threshold: 0.5 angstrom
Heated 1/e time, Q=2: 248.3 fs
Probe-averaged I/I0 at 1/e time, Q=2: 0.377
Chance of bond shortening, Q=2: 0.240
Heated 1/e time, Q=4: 128.0 fs
Probe-averaged I/I0 at 1/e time, Q=4: 0.397
Chance of bond shortening, Q=4: 0.079
Two-species difference peak, I/I0: 2.437
```
